# Backward Euler for Stiff Langmuir Adsorption: Bounded Coverage at Every Step

## A slow pulse over a fast surface

A cold MoS$_2$ surface is exposed to oxygen gas. The pressure rises smoothly from zero to 1 Torr and returns to zero within one second. Molecules strike the surface, stay for a short time in a weakly bound state, and leave again. At 120 K, with the rough binding parameters used below, the coverage adjusts to a change of pressure in about $10^{-8}$ s. The pressure itself hardly changes in that time.

One would like to follow the pulse with about a hundred time steps, since nothing visible happens faster than that. The simplest integration rule then predicts a coverage of 9.7 after two steps and of minus nine million after three. A coverage is a fraction of occupied sites, so both numbers are meaningless. Finding out what went wrong leads to a rule that cannot fail in this way.

## The rate equation

Let $\theta$ be the fraction of adsorption sites that are occupied. Each site holds at most one molecule, all sites are alike, and molecules on different sites do not influence one another. These are the Langmuir assumptions. An empty site is filled at the rate $a$, and a filled site is emptied at the rate $d$. Since the empty fraction is $1-\theta$,

$$
\frac{d\theta}{dt}=a(t)(1-\theta)-d(t)\theta = a-\lambda\theta,\qquad \lambda=a+d. \tag{1}
$$

Both rates are non-negative and may depend on time through pressure and temperature.

The adsorption rate follows from the gas flux. For a gas of number density $n_g$, molecular mass $m$ and temperature $T$, the number of molecules striking unit area per unit time is

$$
J=n_g\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT}}\,e^{-mv^2/2k_BT}\,dv
=n_g\sqrt{\frac{k_BT}{2\pi m}}=\frac{p}{\sqrt{2\pi mk_BT}} .
$$

The integral of $v\,e^{-mv^2/2k_BT}$ is $k_BT/m$, which gives the second form; the ideal-gas law $n_g=p/k_BT$ gives the third. With site area $A$ and sticking probability $s$ on an empty site,

$$
a=sAJ,\qquad d=\nu e^{-E/k_BT}, \tag{2}
$$

where $E$ is the binding energy and $\nu$ the attempt rate. The algebra may be read in atomic units with $k_B$ kept explicit; the formulas hold in any consistent set.

For constant rates with $\lambda>0$, setting the derivative in (1) to zero gives the equilibrium coverage $\theta_{\rm eq}=a/\lambda$. The deviation $\delta=\theta-\theta_{\rm eq}$ obeys $d\delta/dt=-\lambda\delta$, hence

$$
\delta(t)=\delta(0)e^{-\lambda t}. \tag{3}
$$

The relaxation time is $1/\lambda$. A large $\lambda$ alone does not make the problem stiff, because one could measure time in units of $1/\lambda$. Stiffness arises because a second, much longer time is present, here the duration of the pulse.

## What the naive rule does

Forward Euler uses the rate of change at the beginning of a step of length $h$ for the whole step:

$$
\theta_{n+1}=\theta_n+h\left[a_n(1-\theta_n)-d_n\theta_n\right]
=(1-h\lambda_n)\theta_n+ha_n. \tag{4}
$$

Take constant rates and subtract $\theta_{\rm eq}$ from both sides. Because $ha=h\lambda\theta_{\rm eq}$,

$$
\delta_{n+1}=(1-h\lambda)\theta_n+h\lambda\theta_{\rm eq}-\theta_{\rm eq}
=(1-h\lambda)\delta_n. \tag{5}
$$

The deviation is multiplied by $1-h\lambda$ at each step, whereas (3) demands the factor $e^{-h\lambda}$. With $h\lambda>0$, the condition $|1-h\lambda|>1$ means $h\lambda>2$. Beyond this threshold every non-zero deviation grows and changes sign at each step. At $h\lambda=2$ it alternates with constant size. A start precisely at equilibrium stays there in exact arithmetic, but any rounding error supplies a deviation to be amplified.

The physical reason is visible in (4). The rule removes $hd\theta_n$ from the surface, as though the number of molecules available to desorb did not fall during the step. If $hd>1$, it removes more molecules than are present. Likewise it fills $ha(1-\theta_n)$ sites, which is more than are empty if $ha>1$. When $h\lambda>2$, at least one of $ha$ and $hd$ exceeds one.

When the rates vary, two forward solutions driven by the same rates differ by an amount that is multiplied by $1-h\lambda_n$ at step $n$. If $h\lambda_n\ge q>2$ at all steps, their separation grows at least as fast as $(q-1)^n$. If $h\lambda_n$ exceeds two during part of the run, the product of all the factors decides whether the separation has grown.

## Stability is not enough

One might keep the naive rule and choose $h\lambda<2$. This secures decay, but not a physical coverage. Consider one step with $ha=0.1$ and $hd=1.4$, so that $h\lambda=1.5$. From a full surface the rule gives

$$
\theta_{n+1}=1-1.4=-0.4 .
$$

The sharp condition follows from the fact that (4) is linear in $\theta_n$ apart from a constant. It maps the interval $[0,1]$ onto the segment between the images of its endpoints,

$$
0\mapsto ha,\qquad 1\mapsto 1-h\lambda+ha=1-hd .
$$

This segment lies in $[0,1]$ if and only if

$$
ha\le1\quad\text{and}\quad hd\le1. \tag{6}
$$

Adding the two conditions gives $h\lambda\le2$, so (6) excludes growth of deviations; only the marginal case $ha=hd=1$ satisfies (6) without decay. Condition (6) concerns all starting coverages together. A single run may stay in range although (6) is violated, for instance if it starts at equilibrium. In a test with 400 random pairs $(ha,hd)$ between 0 and 2, each pair was therefore run from 21 starting coverages spread evenly from 0 to 1. For 96 pairs all runs stayed in range, and for 304 at least one left it, in each case as (6) predicts.

## Repairing the loss, then the gain

Since desorption is the faster process in the oxygen example, one may first charge its loss to the new coverage and leave the gain as it was:

$$
\theta_{n+1}=\theta_n+ha(1-\theta_n)-hd\,\theta_{n+1}
\quad\Rightarrow\quad
\theta_{n+1}=\frac{\theta_n+ha(1-\theta_n)}{1+hd}.
$$

For $0\le\theta_n\le1$ the result cannot be negative. It can, however, be too large: an empty surface goes to $ha/(1+hd)$, which exceeds one when $h(a-d)>1$. The rule now fills more sites than are empty. It would keep the present example in range, where $a<d$, but can fail for a large step at high pressure.

Filling and emptying are symmetrical processes. Adsorption removes empty sites just as desorption removes filled ones. The symmetrical remedy is to charge both losses to the populations at the end of the step. This is backward Euler:

$$
\theta_{n+1}=\theta_n+h\left[a_{n+1}(1-\theta_{n+1})-d_{n+1}\theta_{n+1}\right]. \tag{7}
$$

The unknown appears on both sides, but only linearly. Moving its terms to the left gives $(1+ha_{n+1}+hd_{n+1})\theta_{n+1}=\theta_n+ha_{n+1}$, and therefore

$$
\theta_{n+1}=\frac{\theta_n+ha_{n+1}}{1+h\lambda_{n+1}}. \tag{8}
$$

The denominator is at least one, so the solution exists and is unique for every $h>0$. The implicit rule costs one division per step.

## Why the coverage stays in range

Suppose $0\le\theta_n\le1$. In (8) the numerator is a sum of non-negative terms and the denominator is positive, so $\theta_{n+1}\ge0$. For the upper bound, compute the empty fraction:

$$
1-\theta_{n+1}
=\frac{1+ha_{n+1}+hd_{n+1}-\theta_n-ha_{n+1}}{1+h\lambda_{n+1}}
=\frac{(1-\theta_n)+hd_{n+1}}{1+h\lambda_{n+1}}\ge0. \tag{9}
$$

Hence $0\le\theta_{n+1}\le1$. By induction, a start in $[0,1]$ leads to coverages in $[0,1]$ at all later steps, for every positive step length and for any finite, non-negative rates, constant or not. Equation (9) is (8) with the roles of filled and empty sites exchanged, which is the symmetry that the half-repaired rule lacked.

The proof does not use the size of $h\lambda$, nor does it require $h$ to be the same at each step. It does use the signs of the rates. If an interpolated pressure table dips below zero, $a$ becomes negative and the guarantee is lost.

As a test, the implicit equation (7) was solved by root search for 600 random cases, with $a$, $d$ and $h$ each between $10^{-4}$ and $10^4$ in dimensionless form. The search interval ran from $-5$ to 5, so the bounds were not built in. The roots agreed with (8) to $1.4\times10^{-15}$ and lay in $[0,1]$.

For $\lambda_{n+1}>0$, the update can also be written as a weighted mean,

$$
\theta_{n+1}=\frac{1}{1+h\lambda_{n+1}}\,\theta_n
+\frac{h\lambda_{n+1}}{1+h\lambda_{n+1}}\,
\frac{a_{n+1}}{\lambda_{n+1}} .
$$

The new coverage lies between the old coverage and the equilibrium belonging to the new rates. For $h\lambda\ll1$ the old value dominates, and the rule agrees with forward Euler to first order in $h$ for smoothly varying rates. For $h\lambda\gg1$ the equilibrium value dominates, as it should when the surface has had ample time to relax.

## Bounded does not mean accurate

For constant rates, subtracting $\theta_{\rm eq}$ from the weighted mean gives

$$
\delta_{n+1}=\frac{\delta_n}{1+h\lambda}. \tag{10}
$$

The factor lies between zero and one, so the coverage approaches equilibrium without overshoot. It is not the true factor. Since $e^x\ge1+x$, we have $1/(1+x)\ge e^{-x}$: backward Euler relaxes too slowly. The factors for one step are as follows.

| $h\lambda$ | forward | backward | exact |
|---:|---:|---:|---:|
| 0.5 | 0.50 | 0.67 | 0.61 |
| 1.5 | −0.50 | 0.40 | 0.22 |
| 1.9 | −0.90 | 0.34 | 0.15 |
| 2.1 | −1.10 | 0.32 | 0.12 |
| 3.0 | −2.00 | 0.25 | 0.05 |

After 20 forward steps the deviation has shrunk to 0.12 of its initial size at $h\lambda=1.9$, and has grown 6.7-fold at 2.1. The backward result decays in both cases, but at these step lengths it does not describe the course of the relaxation well. If the relaxation itself is of interest, $h\lambda$ must be small.

The situation is different when the surface follows a slow pressure. To find the error, let $\theta(t)$ be the exact solution of (1), assume that the rates are continuously differentiable, and integrate by parts:

$$
R_n\equiv\int_{t_n}^{t_{n+1}}(s-t_n)\theta''(s)\,ds
=h\theta'(t_{n+1})-\left[\theta(t_{n+1})-\theta(t_n)\right].
$$

Thus $\theta(t_{n+1})=\theta(t_n)+h\theta'(t_{n+1})-R_n$. Inserting $\theta'=a-\lambda\theta$ at $t_{n+1}$ gives

$$
(1+h\lambda_{n+1})\theta(t_{n+1})=\theta(t_n)+ha_{n+1}-R_n .
$$

The numerical solution satisfies the same relation without $R_n$. Subtracting, with $e_n=\theta_n-\theta(t_n)$, yields

$$
e_{n+1}=\frac{e_n+R_n}{1+h\lambda_{n+1}}. \tag{11}
$$

Let $M$ be the maximum of $|\theta''|$ over the run. Then $|R_n|\le M\int_0^h u\,du=Mh^2/2$. Let $\lambda_{\min}>0$ be a lower bound on $\lambda$, and put $r=1/(1+h\lambda_{\min})$. Equation (11) gives $|e_{n+1}|\le r(|e_n|+Mh^2/2)$. Repeated use produces a geometric series, whose sum obeys

$$
\sum_{k=1}^n r^k\le\frac{r}{1-r}=\frac{1}{h\lambda_{\min}} .
$$

Therefore

$$
|e_n|\le\frac{|e_0|}{(1+h\lambda_{\min})^n}+\frac{hM}{2\lambda_{\min}}. \tag{12}
$$

The relaxation rate stands in the denominator. If the solution varies slowly, so that $M$ is set by the pulse, fast relaxation reduces the error.

If the run begins away from equilibrium, the initial transient contributes a second derivative of size $\lambda^2|\delta_0|$ by (3). The last term of (12) is then about $h\lambda|\delta_0|/2$, which is useful only for small $h\lambda$. This is the limitation already seen in the table.

The bound was tested on a dimensionless pulse of unit duration with $d=40$ and $a=60\sin^2\pi t$, for which $M=25.3$. With ten steps, $h\lambda$ is between 4 and 10. The largest absolute error in coverage was 0.018, against a bound of 0.032. With 400 steps it was $6.2\times10^{-4}$, against $7.9\times10^{-4}$. Going from 200 to 400 steps reduced the error by a factor of 1.98, as expected of a first-order method.

## The algorithm

1. Start with $0\le\theta_0\le1$ and choose $h$ from the slow time scale and the accuracy wanted.
2. At $t_{n+1}$, evaluate pressure and temperature, and from them $a_{n+1}\ge0$ and $d_{n+1}\ge0$.
3. Obtain $\theta_{n+1}$ from (8), record it, and continue.

No clipping of the coverage is needed. If a fast transient matters, resolve it with short steps and lengthen them afterwards; the proof of the bounds permits this.

## Oxygen on MoS$_2$

The inputs are a temperature of 120 K for gas and surface, $E=0.12$ eV, $\nu=10^{13}$ s$^{-1}$, $s=1$ and a lattice constant $l=3.16$ angstrom. They are rough values for molecular physisorption on the ideal basal plane. One molecule is assigned two surface cells, so

$$
A=2\,\frac{\sqrt3}{2}\,l^2=17.3\ \text{angstrom}^2 .
$$

At the peak pressure of 1 Torr the flux is $5.67\times10^4$ per square angstrom per second. With $k_BT=0.01034$ eV, (2) gives

$$
a_{\rm peak}=17.3\times5.67\times10^4\ \text{s}^{-1}
=9.8\times10^5\ \text{s}^{-1},
$$

$$
d=10^{13}e^{-0.12/0.01034}\ \text{s}^{-1}
=9.12\times10^7\ \text{s}^{-1}.
$$

Their sum is $\lambda=9.22\times10^7$ s$^{-1}$, the relaxation time is $1.08\times10^{-8}$ s, and the peak equilibrium coverage is $a_{\rm peak}/\lambda=0.0106$.

The pressure follows $\sin^2(\pi t/\tau)$ with $\tau=1$ s, and the step is $h=0.01$ s. At the peak, $h\lambda=9.2\times10^5$. Forward Euler begins with an empty surface and zero pressure, so its first step gives zero. The second gives

$$
ha(h)=0.01\times9.8\times10^5\times\sin^2(0.01\pi)=9.7 .
$$

The third multiplies this by about $-9.1\times10^5$ and arrives at $-8.8\times10^6$. Stability at the peak rate would require $h<2.17\times10^{-8}$ s, or about $4.6\times10^7$ equal steps for the pulse.

Backward Euler takes 100 steps. At mid-pulse it gives 0.0106, and differs from an independent evaluation of the exact solution of (1), by quadrature of its integral form, by $1.1\times10^{-11}$ in coverage. The bound (12), with $M$ estimated from the quasi-equilibrium coverage $a(t)/\lambda(t)$, is $1.2\times10^{-11}$. At $t=0.25$ s the difference is only about $10^{-13}$. Equation (11) explains this: for $h\lambda\gg1$ the error is close to $R_n/(h\lambda)\approx h\theta''/(2\lambda)$, with $\theta''$ taken about $h/3$ before the end of the step, where the weight $s-t_n$ in $R_n$ is centred. At low coverage $\theta$ nearly follows $\sin^2(\pi t/\tau)$, whose second derivative is proportional to $\cos(2\pi t/\tau)$ and vanishes at a quarter of the pulse. The cancellation is not exact: the error changes sign between 0.25 and 0.26 s, and at 0.75 s it is $3.6\times10^{-13}$ in size.

If the surface is instead full at peak pressure, one backward step of 0.01 s brings it to within about $10^{-6}$ of the equilibrium coverage. The end point is right, although the relaxation has been passed over in a single step.

In this example the surface is so fast that $\theta\approx a(t)/\lambda(t)$ would serve without any integration. By (1) the lag is $\theta'/\lambda$, at most about $4\times10^{-10}$. The integrator becomes useful when the same run also enters a slow regime, for instance when the surface is cooled at very low pressure. Then $d$ falls steeply while $a$ is small, and $1/\lambda$ may become comparable with the duration of the run. At high pressure cooling alone does not suffice, because $\lambda\ge a$. Update (8) covers both regimes of equation (1) without a switch. For the present inputs, however, $d$ falls to 1 s$^{-1}$ only near 46 K. There an attraction between molecules of the size considered below makes the layer condense, and (1) with a coverage-independent $d$ no longer describes oxygen on MoS$_2$.

## How far the model can be trusted

The numerical error is negligible beside the uncertainty of the physics. This is a cold gas-dosing case, far below the temperatures at which MoS$_2$ is grown. With all other inputs fixed, a binding energy of 0.10 or 0.14 eV changes the peak coverage from 0.011 to 0.0016 or 0.069. An attempt rate ten times smaller or larger gives 0.097 or 0.0011. Warming by 1 K lowers the coverage by 9 per cent of its value. The model therefore gives at best an order of magnitude for the coverage, and these ranges hold only for molecules that do not interact.

Real surfaces also break the assumption of identical, independent sites. A rough attraction of 0.010 eV between neighbouring molecules, treated by summing over all occupations of a periodic twelve-site lattice with six neighbours per site, raises the peak coverage by 12 per cent of its value. This modest figure belongs to the low coverage of the base inputs. With attraction $\epsilon=0.010$ eV the lattice is half filled at $a/d=e^{-3\epsilon/k_BT}=0.055$, by the symmetry between filled and empty sites, and its critical temperature $\epsilon/(k_B\ln3)\approx106$ K lies just below 120 K. A binding energy of 0.14 eV ($a/d=0.074$) or an attempt rate of $10^{12}$ s$^{-1}$ ($a/d=0.107$) passes this value, and the coverage is then above 0.9 instead of 0.069 or 0.097. Sulphur vacancies may matter more. At a rough density of $10^{-3}$ per square angstrom, with one strongly held molecule each, they could add up to 0.017 to the coverage, which is more than the terrace value itself. Depletion of the gas by adsorption is a minor matter here: even if the adsorbed molecules had to be supplied by diffusion across a gas layer $10^8$ angstrom thick, their uptake would lower the pressure at the surface by only an estimated $10^{-5}$ of its peak. This estimate leaves out the time needed to fill the gas layer itself, so $p(t)$ in the model must be the pressure at the surface, not that at a distant gauge.

These corrections affect the algorithm in different ways. Independent vacancy sites need their own equation of the form (1), to which the proof applies unchanged. Attraction makes $d$ depend on $\theta$, and the fully implicit equation is then no longer linear. One may evaluate $d$ at the old coverage: the bounds survive, because (8) and (9) require only non-negative rates. The error bound (12) was derived for rates that do not depend on coverage, and does not carry over.

The complete set of values is given in the numerical output.

## Computed values

```
implicit roots, 600 random cases: min 1.92e-08, max 1.000000
largest root-formula difference: 1.4e-15
h*lam | one-step factor: forward, backward, exact | forward |dev| ratio, 20 steps
0.5 | 0.5000, 0.6667, 0.6065 | 9.537e-07
1.5 | -0.5000, 0.4000, 0.2231 | 9.537e-07
1.9 | -0.9000, 0.3448, 0.1496 | 1.216e-01
2.0 | -1.0000, 0.3333, 0.1353 | 1.000e+00
2.1 | -1.1000, 0.3226, 0.1225 | 6.727e+00
3.0 | -2.0000, 0.2500, 0.0498 | 1.049e+06
forward range test: 96 cases stay, 304 leave [0,1]
stable but unphysical: h*a=0.1, h*d=1.4, start 1 -> -0.40
bound test: d=40, peak a=60, duration 1, M=25.328 (dimensionless)
  steps 10: max error 1.836e-02, bound 3.166e-02
  steps 50: max error 4.689e-03, bound 6.332e-03
  steps 200: max error 1.236e-03, bound 1.583e-03
  steps 400: max error 6.236e-04, bound 7.915e-04
  error ratio on halving the step: 1.982
inputs: T=120 K, peak p=1.0 Torr, E=0.12 eV, attempt=1e+13 1/s
inputs: lattice=3.16 angstrom, sticking=1.0, pulse=1.0 s, h=0.01 s
site area: 17.30 angstrom^2
k_B T: 0.01034 eV
peak flux: 5.6688e+04 per angstrom^2 per s
peak adsorption rate a: 9.8046e+05 1/s
desorption rate d: 9.1248e+07 1/s
peak relaxation rate: 9.2228e+07 1/s
relaxation time at peak: 1.084e-08 s
h*lam at peak: 9.223e+05
equilibrium coverage at peak: 0.010631
forward stability limit on h: 2.169e-08 s
forward steps needed for the pulse: 4.61e+07
t=0.25 s: backward 0.005344, integral 0.005344, error 1.2e-13
t=0.50 s: backward 0.010631, integral 0.010631, error 1.1e-11
t=0.75 s: backward 0.005344, integral 0.005344, error 3.6e-13
error bound for the pulse: 1.2e-11
forward coverage, steps 1-4: 0.00e+00, 9.67e+00, -8.83e+06, 8.06e+12
full surface at peak p, one backward step: 0.010632
pair attraction 0.010 eV, 6 neighbours: coverage 0.011945 (+12.4 %)
binding 0.10 / 0.14 eV: coverage 0.00155 / 0.06919
attempt rate 1e12 / 1e14 1/s: coverage 0.09702 / 0.00107
1 K warmer: coverage change -9.4 %
vacancies 1e-03 per angstrom^2: at most 0.0173 extra coverage
gas mean free path: 2.28e+05 angstrom
gas depletion across 1e8 angstrom: 1.1e-05 of peak p
```
